Thickness fringes of a symmetric Bragg reflection from a uniform film, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: adding the waves from the planes

Take a crystalline film made of just four identical atomic planes, parallel to the surface and a distance d apart. A plane X-ray wave of wavelength λ falls on it at an angle θ, measured from the surface, and leaves at the same angle. The wavevector has length k = 2π/λ and its component along the surface normal is k sin θ. A wave scattered by the second plane gains the phase kd sin θ on the way down and the same phase on the way back. It therefore lags behind the wave from the first plane by

ψ = 2kd sin θ = 4πd sin θ/λ. (1)

If each plane scatters weakly and equally, the reflected amplitude is proportional to

1 + e^(iψ) + e^(2iψ) + e^(3iψ).

At ψ = 2π every term equals 1 and the sum is 4. This is the Bragg peak, where 2d sin θ = λ. Now increase θ until ψ has grown by a quarter turn, to 2π + π/2. The four terms are 1, i, −1 and −i, and their sum is zero. Increase ψ by another quarter turn, to 2π + π. The terms are 1, −1, 1 and −1, and the sum is zero again. Between these two dark angles ψ has changed by π/2, so by (1)

4πd Δ(sin θ)/λ = π/2,

Δ(sin θ) = λ/(8d) = λ/(2 × 4d).

The length 4d is the thickness of the film, if each plane is counted as owning a slab of height d. Call it t. Adjacent dark angles are separated by λ/(2t) in sin θ. Since a small change of sin θ is cos θ times the change of θ, the separation in angle is roughly λ/(2t cos θ).

**The general film.** Let there be N identical planes, so that

t = Nd.

The planes are flat and equally spaced, the film is much wider than it is thick, and the incident wave is monochromatic and coherent across the whole thickness. In this first derivation each plane sees the undiminished incident wave, and a scattered wave leaves without being scattered again. Absorption and refraction are left out.

The four-plane sum took the exit angle to be equal to the incidence angle. That has to be justified away from the Bragg peak, where a reader might expect the beam to leave at the Bragg angle instead. Consider a row of atoms in one plane, a distance b apart along the projection of the beam on the surface. For incidence angle θ and exit angle θ′, neighbours in the row differ in phase by

kb(cos θ − cos θ′).

A long row gives a large sum when this phase is a multiple of 2π. Multiples other than zero belong to other diffracted beams. The multiple zero gives cos θ′ = cos θ, hence θ′ = θ. The width of the film thus fixes the exit direction, and its thickness decides how strong the beam is in that direction. A direct numerical sum shows this for 1000 planes with 4000 atoms in each row. The incidence angle was set on the first side maximum above the Bragg peak, and the exit angle was scanned over about 1 mrad to either side. The strongest beam left at the incidence angle to within 0.003 of a fringe spacing, which is finer than the step of the scan. At angles between the maxima and minima, a film of finite width lets the thickness factor pull the strongest beam slightly towards the maximum of the same lobe, the one that is not separated from the incidence angle by a zero. This pull vanishes as the film is made wider.

It follows that, for a wide film, a rocking scan with a wide-open detector and a scan in which the detector follows the reflected beam record the same fringes against the incidence angle. If the horizontal axis is the detector angle 2θ, every separation is doubled, and the fringe spacing on that axis is about λ/(t cos θ).

**The sum.** For N planes the amplitude, in units of the amplitude from one plane, is

A = 1 + e^(iψ) + e^(2iψ) + … + e^(i(N−1)ψ).

Multiply by e^(iψ) and subtract the result from A. All terms cancel except the first and the last:

(1 − e^(iψ)) A = 1 − e^(iNψ).

For any real x,

|1 − e^(ix)|² = (1 − cos x)² + sin² x = 2 − 2 cos x = 4 sin²(x/2).

The intensity is therefore

I = |A|² = sin²(Nψ/2)/sin²(ψ/2). (2)

The numerator vanishes when Nψ = 2πp with p an integer. If p is a multiple of N, the denominator vanishes too and I = N², a Bragg peak. Every other p gives a zero of the intensity. Near the peak at ψ = 2π write p = N + m, where m is a non-zero integer small compared with N. Putting (1) into Nψ = 2π(N + m) gives

4πNd sin θ_m/λ = 2π(N + m),

sin θ_m = (N + m)λ/(2Nd) = λ/(2d) + mλ/(2t).

The first term is sin θ_B, where θ_B is the Bragg angle. Hence

sin θ_m = sin θ_B + mλ/(2t), m = ±1, ±2, … (3)

The value m = 0 is missing because it is the peak itself. The two minima on either side of the peak, m = −1 and m = +1, are thus two steps apart. All other neighbours are one step apart.

There is a simple picture of the first zero when N is even. Pair each plane in the upper half of the film with the plane t/2 below it. At m = 1 the two waves of each pair differ by half a wavelength more than at the Bragg peak, so every pair cancels. The picture also shows why t is Nd and not the distance (N − 1)d from the first plane to the last. The pairing shifts a half-film of N/2 planes by exactly its own period count, N/2 times d.

**From sines to angles.** Let θ₁ and θ₂ be neighbouring minima on one side of the peak, with θ₂ > θ₁. Define Δθ = θ₂ − θ₁ and θ_mid = (θ₁ + θ₂)/2. The identity for a difference of sines turns (3) into

sin θ₂ − sin θ₁ = 2 sin(Δθ/2) cos θ_mid = λ/(2t). (4)

Within the single-scattering model nothing has been approximated here. For small Δθ, in radians, 2 sin(Δθ/2) = Δθ(1 − Δθ²/24 + …), and so

Δθ ≈ λ/(2t cos θ_mid). (5)

This leaves out a relative correction of Δθ²/24. A second approximation is made if θ_mid is replaced by θ_B. To first order

1/cos θ_mid ≈ (1/cos θ_B)[1 + (θ_mid − θ_B) tan θ_B],

so the relative error grows in proportion to the distance from the peak.

A film of ten planes makes both errors visible. With λ = 0.1540 nm and d = 0.1625 nm its thickness is 1.625 nm. Summing the ten waves numerically and locating the first two minima above the peak gives a separation of 3.2389°. Equation (4) gives the same value to all the digits shown. Equation (5) gives 3.2385°, which is low by about one part in 7500. The form with θ_B gives 3.083°, low by 4.8 per cent relative to the sum. For thin films it is therefore better to work with sines. If two minima on the same side of the peak have M fringe steps between them,

t = Mλ/[2(sin θ_b − sin θ_a)], (6)

where θ_a and θ_b are the lower and the upper angle. If each angle can be misread by at most ε, the difference of sines is wrong by at most about 2ε cos θ. Divided by the difference itself, MΔθ cos θ, this is a relative error of 2ε/(MΔθ). A long run of fringes reduces it.

**A film of a thousand planes.** Keep the same λ and d and take N = 1000. These inputs are rough values for the 004 reflection of grey tin grown on indium antimonide, measured with copper Kα₁ radiation. Then

t = 1000 × 0.1625 nm = 162.5 nm,

sin θ_B = 0.1540/(2 × 0.1625) = 0.47385, θ_B = 28.284°, cos θ_B = 0.88061,

λ/(2t) = 0.1540/325 = 4.7385 × 10⁻⁴,

Δθ ≈ 4.7385 × 10⁻⁴/0.88061 = 5.381 × 10⁻⁴ rad = 0.0308°.

On a 2θ axis the spacing is 0.0617°. The sum over planes gives 0.03084° between the first and second minima above the peak, against 0.03083° from the formula with θ_B.

**Minima and maxima.** It is convenient to measure the distance from the Bragg peak in fringe steps:

u = 2t(sin θ − sin θ_B)/λ. (7)

By (3) the minima lie at u = m. By (1) the phase is ψ = 2π + 2πu/N, because 4πd(sin θ − sin θ_B)/λ = 2πud/t. For |u| much smaller than N the denominator of (2) is nearly (πu/N)², and

I ≈ N² (sin X/X)², X = πu.

The side maxima are found by setting the derivative of sin X/X to zero:

(X cos X − sin X)/X² = 0, so tan X = X.

The maxima are not midway between the minima, because the factor 1/X² falls with distance and pulls them towards the peak. In the sum over 1000 planes the first two lie at u = 1.430 and 2.459. They are 1.029 steps apart, so a thickness taken from this pair with (5) would be nearly 3 per cent too small. Further out, put X = (j + ½)π − η with j an integer and η small. Then tan X = cot η ≈ 1/η, and the condition gives η ≈ 1/X. The displacement dies away and the maxima become equally spaced too.

**A substrate below the film.** An epitaxial film lies on a crystal that also reflects. Suppose that the substrate planes scatter as strongly as the film planes but have a slightly different spacing d_s. Let the substrate peak, at sin θ = λ/(2d_s), lie at u = s. From (7),

s = (2Nd/λ)(λ/2)(1/d_s − 1/d) = N(d/d_s − 1).

For d_s = 0.1620 nm this is 1000 × 0.0005/0.1620 = 3.09.

Near both peaks, 1 − e^(iψ) ≈ −2πiu/N for the film. For the substrate the corresponding factor is −2πi(u − s)/N, if d_s/d is replaced by 1 in this factor. A very deep substrate with slight absorption has the sum 1/(1 − e^(iψ_s)), since the last term of its series dies out. Its wave also carries the phase e^(iNψ) = e^(2πiu) from crossing the film twice. Apart from a common factor, the total amplitude is

(1 − e^(2πiu))/u + e^(2πiu)/(u − s).

Collect the terms in e^(2πiu) and use 1/(u − s) − 1/u = s/[u(u − s)]:

A ∝ (1/u)[1 + c e^(2πiu)], c = s/(u − s),

I ∝ (1/u²)[1 + c² + 2c cos 2πu]. (8)

The oscillation keeps its period of one step. For s > 0 and u < s the number c is negative, and the minima lie near whole numbers u. For u > s it is positive, and they lie near half-odd numbers. The pattern thus slips by half a step across the substrate peak, so fringes should be counted on one side of it. The slow change of 1/u² and c moves the minima slightly if s is not small, and it can remove those closest to the substrate peak. Far from the peaks the slope of 1/u² exceeds that of the oscillation when |s| is below about 1/(2π), and the minima then disappear. This holds while |u| is small compared with N; for a film of a few tens of planes the envelope flattens further out and minima return there. Far from both peaks c becomes small and the fringes fade, because film and substrate then scatter almost alike. If s = 0 there is no optical interface and no fringe. These statements assume that the first substrate plane lies exactly d below the last film plane. An extra gap at the interface adds to c a part that does not fade with u, and a few thousandths of a nanometre can be enough to bring minima back. Very close to u = s the single-scattering result diverges and cannot be used.

**Uneven thickness.** Let different areas of a free-standing film have N + n planes, where n has a Gaussian distribution with standard deviation σ_N. If the areas are wide enough for their intensities to add, the numerator of (2) has to be averaged. It is proportional to 1 − cos[2πu(1 + n/N)]. For a Gaussian the mean of cos(κn) is exp(−κ²σ_N²/2), and the mean of sin(κn) is zero. With κ = 2πu/N the oscillating term is therefore multiplied by

exp[−½(2πuσ_N/N)²]. (9)

A thickness variation of 1.0 nm is σ_N = 1.0/0.1625 = 6.15 planes. At the tenth fringe the exponent is −½(0.387)², and the contrast is 0.93. Averaging the plane sums directly gives the same value to two digits. The period does not change.

## Second derivation: fitting a wave into the crystal

The film has N planes of spacing d and thickness t = Nd, and θ is the angle of incidence from the surface. The wavelength is λ, k = 2π/λ, and the film Bragg angle obeys sin θ_B = λ/(2d). The fringe coordinate is u = 2t(sin θ − sin θ_B)/λ. Single scattering put the minima at u = m, with m a non-zero integer, and gave Δθ ≈ λ/(2t cos θ). On a substrate whose peak lies at u = s, the minima moved from whole to half-odd u on crossing that peak.

The second derivation does not add up scattered waves. It solves the wave equation in the film and asks when the film reflects nothing. Every order of scattering back and forth between the planes is then included.

Adding singly scattered waves from N equal planes has shown that neighbouring minima on one side of the Bragg peak are λ/(2t) apart in sin θ, and that the pattern slips by half a step across a substrate peak. It remains to derive the spacing from the wave equation and to find how refraction and multiple scattering change it.

Numerical values quoted here were computed with a short program.
